# From Island-Density Slope to Adatom Diffusion Barrier in Irreversible Nucleation

## Problem

Atoms are deposited on a flat crystal surface at several temperatures $T$. The flux and the final coverage are the same in every run. After each run the islands are counted. A plot of $\ln N$ against $1/(k_BT)$, where $N$ is the number of islands per surface site, is a straight line with slope $+0.2$ eV: the colder the surface, the more islands.

What is the barrier $E_d$ for the diffusion of a single adatom?

The following conditions hold.

- Nucleation is irreversible: two adatoms that meet form a dimer that neither breaks up nor moves.
- Adatoms diffuse equally in both surface directions and do not desorb.
- Islands form where adatoms meet, not at defects.
- The coverage is low, so atoms landing directly on islands can be neglected.

Lengths are measured in lattice constants and densities per site. The flux $F$ is in monolayers per second, and the coverage is $\theta=Ft$. Energies are in eV, the natural unit for a thermally activated rate.

## A tempting solution that fails

Each island owns an area $1/N$. Atoms land in this area at the rate $F/N$, so the time between arrivals is $N/F$. An adatom with diffusion coefficient $D$ explores the area in a time of about $1/(DN)$.

If the adatom reaches the island before the next atom lands, the island grows. If it does not, two adatoms are present together and can form a new island. The density should therefore rise until the two times are equal:

$$
\frac{N}{F}=\frac{1}{DN}
\quad\Rightarrow\quad
N=\left(\frac{F}{D}\right)^{1/2}.
$$

Since $D\propto e^{-E_d/k_BT}$, this gives $\ln N=\text{constant}+E_d/(2k_BT)$. The slope would be $E_d/2$, and the barrier would be $0.4$ eV.

## Where the fault lies

Both times are estimated correctly up to numerical factors, which do not matter here. The error is the assumption that nucleation stops when they become equal. Equality marks the point at which nucleation ceases to be a likely outcome of each arrival. Beyond it, nucleation is rare but continues, and very many atoms are still to arrive.

Apart from numerical and slowly varying factors, the chance that an arriving atom finds another adatom before it is captured scales as the ratio of the two times,

$$
p\sim\frac{1/(DN)}{N/F}=\frac{F}{DN^2}.
$$

The tempting solution sets $p\sim1$ and stops. In fact each further increment of coverage $d\theta$ creates about $p\,d\theta$ new islands per site, so

$$
\frac{dN}{d\theta}\sim\frac{F}{DN^2}
\quad\Rightarrow\quad
N^3\sim 3\theta\,\frac{F}{D}.
$$

The exponent is one third, not one half. A warning sign was that the coverage had disappeared from the first result, although islands go on forming during deposition.

The one-half law does describe something: the end of the initial transient. At first there are hardly any islands, so the adatom density is $n\approx Ft$. The nucleation rate is proportional to $Dn^2$, which gives $N\sim DF^2t^3$. Islands begin to deplete the adatoms when the capture rate per adatom, about $DN$, multiplied by $t$ reaches one:

$$
D^2F^2t^4\sim1
\quad\Rightarrow\quad
t\sim(DF)^{-1/2},\qquad
\theta\sim N\sim\left(\frac FD\right)^{1/2}.
$$

For $D/F=2.76\times10^7$, a value used below, this coverage is about $2\times10^{-4}$. An experiment stopped at $\theta=0.1$ is far beyond it.

## The right solution

**Diffusion coefficient.** On a square lattice let an adatom hop at rate $k$ in each of the four directions, with

$$
k=\nu e^{-E_d/k_BT}
$$

and a prefactor $\nu$ independent of temperature. A hop along $+x$ changes $x^2$ by $2x+1$, and a hop along $-x$ changes it by $-2x+1$. Adding the two, each at rate $k$, gives $d\langle x^2\rangle/dt=2k$. The $y$ direction contributes the same amount, so $\langle r^2\rangle=4kt$. Comparison with the definition $\langle r^2\rangle=4Dt$ gives $D=k$ in lattice units.

**Rate equations.** In a mean-field description, which replaces local densities by averages,

$$
\frac{dn}{dt}=F-2\sigma_1Dn^2-\sigma DnN,
\qquad
\frac{dN}{dt}=\sigma_1Dn^2 .
$$

The dimensionless capture numbers $\sigma_1$ and $\sigma$ measure how effectively an adatom and an island collect diffusing adatoms. They are taken as constants for now. The factor 2 is present because each nucleation event removes two adatoms and creates one island.

**Adatom density after the transient.** Islands now capture nearly every arriving atom. Two terms of the first equation can be dropped: the nucleation loss, if $2\sigma_1n\ll\sigma N$, and the derivative $dn/dt$, if it is much smaller than $F$. What remains is $F=\sigma DnN$, or

$$
n=\frac{F}{\sigma DN}.
$$

**Island density.** Inserting this into the second rate equation gives

$$
\frac{dN}{dt}=\sigma_1D\,\frac{F^2}{\sigma^2D^2N^2}
=\frac{\sigma_1F^2}{\sigma^2DN^2}.
$$

Multiplication by $N^2$ separates the variables. Integrating from zero, with a negligible error from the short transient, gives

$$
\frac{N^3}{3}=\frac{\sigma_1F^2t}{\sigma^2D}.
$$

With $Ft=\theta$,

$$
N^3=\frac{3\sigma_1\theta}{\sigma^2}\,\frac FD .
$$

**Slope.** Taking the logarithm and inserting $D=\nu e^{-E_d/k_BT}$,

$$
\ln N=\frac13\ln\!\left(\frac{3\sigma_1\theta F}{\sigma^2\nu}\right)+\frac{E_d}{3k_BT}.
$$

The first term is the same in all runs. The slope $S$ is therefore $E_d/3$, and

$$
E_d=3S=3\times0.2\ \text{eV}=0.6\ \text{eV}=0.02205\ \text{hartree}.
$$

The sign is positive because $D$ stands in the denominator. On a colder surface adatoms move more slowly, their density is higher, and they meet each other more often before an island captures them.

The factor 3 also multiplies the experimental uncertainty: an error of $0.01$ eV in the slope becomes $0.03$ eV in the barrier.

**Another way of plotting.** If $\log_{10}N$ is plotted against $1/T$, the slope is a temperature:

$$
S_{10}=\frac{E_d}{3k_B\ln10}
=\frac{0.2\ \text{eV}}{(8.617\times10^{-5}\ \text{eV/K})(2.3026)}
=1008\ \text{K}.
$$

Such a slope must first be multiplied by $k_B\ln10$, and then by three.

## A numerical check

The barrier of $0.6$ eV can be put back into the full rate equations, with no term dropped, to see what slope an experimenter would find. The model parameters are round numbers: $\nu=10^{13}$ per second, $F=0.01$ monolayer per second, $\theta=0.1$, $\sigma_1=3$ and $\sigma=7$.

At 400 K, $k_BT=0.03447$ eV and $E_d/k_BT=17.41$. The hop rate is $2.756\times10^5$ per second, so $D/F=2.756\times10^7$. The closed formula gives

$$
N^3=\frac{3\times3\times0.1}{49\times2.756\times10^7}
=6.664\times10^{-10},
\qquad N=8.73\times10^{-4}.
$$

Numerical integration gives $N=8.64\times10^{-4}$ and $n=5.96\times10^{-6}$. The assumption about the nucleation loss can now be checked:

$$
\frac{2\sigma_1n}{\sigma N}
=\frac{6\times5.96\times10^{-6}}{7\times8.64\times10^{-4}}
\approx0.006 .
$$

The derivative is smaller still. Since $N\propto t^{1/3}$, the adatom density falls as $t^{-1/3}$, so $|dn/dt|/F=n/(3\theta)\approx2\times10^{-5}$.

These numbers also show the fault in the tempting solution. The probability that an arriving atom leads to a nucleation event is

$$
p=\frac{\sigma_1Dn^2}{F}
=3\times2.756\times10^7\times(5.96\times10^{-6})^2
\approx0.003 ,
$$

which is far from one. However, $\theta/N\approx116$ atoms have arrived for every island, and the product of the two numbers is about $0.34$. The closed formula gives $p\theta/N=1/3$. Rare events add up over many arrivals.

The temperature dependence separates the two laws without reference to their prefactors. Between 350 K and 450 K, $D/F$ rises from $2.293\times10^6$ to $1.907\times10^8$, a factor of 83. The one-half law predicts that $N$ falls by a factor of $\sqrt{83}\approx9.1$, and the one-third law by $83^{1/3}\approx4.4$. The integrated densities are $1.952\times10^{-3}$ and $4.557\times10^{-4}$, a factor of $4.28$. The slope between these two points is

$$
\frac{\ln4.28}{(33.16-25.79)\ \text{eV}^{-1}}\approx0.197\ \text{eV}.
$$

A fit to five temperatures gives $0.1975$ eV, and three times this value is $0.592$ eV. The complete figures are in the numerical output.

## Why the fitted slope is slightly low

The fitted slope lies about 1.3 percent below $0.2$ eV. The main cause is the neglected nucleation loss, whose effect can be calculated. Write $A=\sigma_1F/(\sigma^2D)$, so that the leading result is $N_0^3=3A\theta$. Keeping the loss to first order lowers the adatom density to

$$
n\approx\frac{F}{\sigma DN}(1-\varepsilon),
\qquad
\varepsilon=\frac{2\sigma_1n}{\sigma N}\approx\frac{2\sigma_1F}{\sigma^2DN^2}=\frac{2A}{N^2}.
$$

The nucleation rate contains $n^2$ and is reduced by the factor $1-2\varepsilon$:

$$
N^2\frac{dN}{d\theta}=A\left(1-\frac{4A}{N^2}\right).
$$

Dividing by the bracket and expanding to first order gives $(N^2+4A)\,dN=A\,d\theta$. Integration yields

$$
\frac{N^3}{3}+4AN=A\theta
\quad\Rightarrow\quad
N^3=3A\theta\left(1-\frac{4N}{\theta}\right).
$$

The cube root divides the small correction by three:

$$
N\approx N_0\left(1-\frac{4N_0}{3\theta}\right).
$$

At 350 K, where $N_0=2.00\times10^{-3}$, the predicted reduction is 2.7 percent of $N_0$; the integration gives 2.4 percent. Since $\ln N\approx\ln N_0-4N_0/(3\theta)$ and $N_0$ itself has the logarithmic slope $E_d/3$, differentiation gives

$$
S\approx\frac{E_d}{3}\left(1-\frac{4N_0}{3\theta}\right).
$$

With the 400 K density the bracket is $0.988$ and $S\approx0.198$ eV, in agreement with the fit. The correction vanishes as $D/F$ grows at fixed coverage, because $N_0$ then tends to zero. For $D/F$ between $10^{10}$ and $10^{12}$ the integrated equations give an exponent of $0.3331$.

## Capture numbers that are not constant

A capture number depends on the adatom concentration around the object. Around a disc of radius $R$, the stationary adatom density obeys

$$
D\nabla^2n-\frac{D}{\xi^2}n+F=0,
\qquad
\xi^{-2}=2\sigma_1n+\sigma N,
$$

where $\xi$ is the distance an adatom typically travels before capture, and average densities are used in $\xi$. With $n=0$ at the edge and $n\to n_\infty=F\xi^2/D$ far away, the solution is

$$
n(r)=n_\infty\left[1-\frac{K_0(r/\xi)}{K_0(R/\xi)}\right],
$$

where $K_0$ and $K_1$ are modified Bessel functions. The inward current is $2\pi RD\,n'(R)$. Using $K_0'=-K_1$ and setting the current equal to $\sigma Dn_\infty$ gives

$$
\sigma(R)=2\pi x\,\frac{K_1(x)}{K_0(x)},\qquad x=\frac R\xi .
$$

For an adatom $R=1$ is used, and for an island the radius of a compact disc with the mean number of atoms, but not less than 1.

With these capture numbers the island density at 400 K is $1.23\times10^{-3}$, about 42 percent above the constant-capture value. The fitted slope changes much less, to $0.2035$ eV, and three times it is $0.610$ eV.

The model shows why the slope is less sensitive than the density. For compact islands covering the fraction $\theta$, $R^2=\theta/(\pi N)$. After the transient $\xi^{-2}\approx\sigma N$, so $x^2\approx\theta\sigma/\pi$. The density has cancelled: at fixed coverage $\sigma$ is nearly the same at all temperatures. The adatom's capture number $\sigma_1$ does depend on $\xi$, but for $\xi\gg1$ only logarithmically. On a colder surface $\xi$ is shorter and $\sigma_1$ somewhat larger: at the final coverage it is $2.73$ at 350 K and $2.08$ at 450 K, while $\sigma$ stays near $4.9$. This steepens the plot by about $0.012$ eV, and the nucleation loss flattens it again. Between 350 K and 450 K the slope is $0.192$ eV if $\sigma_1$ is held fixed, $0.210$ eV if the nucleation loss is dropped, and $0.203$ eV with both effects present.

For these parameters, the factor 3 thus recovers the input barrier to about $0.01$ eV in both treatments. In the second treatment this owes something to the partial cancellation just described, and it relies on compact islands that grow with coverage. If the island radius is instead held at 1, then $\sigma=\sigma_1$ and $N^3\propto\sigma_1/\sigma^2=1/\sigma$, so the logarithm acts in the opposite direction: the slope becomes $0.183$ eV, and three times it is $0.55$ eV. This is a statement about the mean-field model, not an error bar for every experiment.

## Checking the conditions, and a case where they fail

The same formula predicts $N\propto F^{1/3}$ at fixed temperature and coverage. With ten times the flux at 400 K, the integrated density rises from $8.64\times10^{-4}$ to $1.84\times10^{-3}$, an exponent of $0.328$. A flux series is therefore a useful companion to the temperature series. An exponent far from one third shows that the conversion should not be used; an exponent near one third supports it but does not prove every condition.

Suppose, for example, that dimers break up quickly and trimers are the smallest stable islands. Dimers in equilibrium with adatoms have a density proportional to $n^2e^{E_b/k_BT}$, where $E_b>0$ is the dimer binding energy. A stable island forms when an adatom joins a dimer, so $dN/dt\propto Dn^3e^{E_b/k_BT}$. Inserting $n\propto F/(DN)$ and integrating gives

$$
N^4\propto\theta\left(\frac FD\right)^2e^{E_b/k_BT},
\qquad
S=\frac{2E_d+E_b}{4}.
$$

The flux exponent is now one half, and a slope of $0.2$ eV means $E_d=0.4\ \text{eV}-E_b/2$. The slope alone no longer determines the diffusion barrier. Desorption also spoils the conversion when it competes with capture: the adatom lifetime on the surface then enters the balance for $n$, and its temperature dependence enters the slope.

## Numbers as computed

```
given slope of ln N against 1/(kB T): 0.200 eV
inferred diffusion barrier: 0.600 eV
inferred diffusion barrier: 0.02205 hartree
Boltzmann constant: 8.617333e-05 eV/K
hop prefactor: 1.0e+13 1/s
flux: 0.010 monolayer/s
coverage: 0.10 monolayer
capture number of an adatom: 3.0 (no unit)
capture number of an island: 7.0 (no unit)
random walk: D / hop rate = 1.000000 (no unit)
constant capture numbers; densities per site:
T = 350 K: D/F = 2.293e+06, n = 3.149e-05, N = 1.9520e-03, closed form N = 2.0009e-03
T = 375 K: D/F = 8.637e+06, n = 1.296e-05, N = 1.2654e-03, closed form N = 1.2860e-03
T = 400 K: D/F = 2.756e+07, n = 5.964e-06, N = 8.6386e-04, closed form N = 8.7345e-04
T = 425 K: D/F = 7.674e+07, n = 3.010e-06, N = 6.1600e-04, closed form N = 6.2088e-04
T = 450 K: D/F = 1.907e+08, n = 1.639e-06, N = 4.5572e-04, closed form N = 4.5841e-04
largest deviation of closed form N: 2.44 percent
fitted slope, full rate equations: 0.1975 eV
three times fitted slope: 0.5924 eV
ideal slope of log10 N against 1/T: 1008.0 K
fitted slope of log10 N against 1/T: 995.2 K
N at 400 K and ten times the flux: 1.8384e-03 per site
flux exponent at 400 K: 0.3280 (no unit)
exponent for D/F from 1e10 to 1e12: 0.33306 (no unit)
self-consistent capture numbers; densities per site:
T = 350 K: N = 2.8366e-03
T = 375 K: N = 1.8198e-03
T = 400 K: N = 1.2281e-03
T = 425 K: N = 8.6582e-04
T = 450 K: N = 6.3372e-04
fitted slope, self-consistent capture: 0.2035 eV
three times that slope: 0.6104 eV
```
